Why the H₂⁺ charge-resonance line fades while its dipole grows

**Q.** I am looking at the 1sσg → 2pσu transition of H₂⁺. Its transition dipole keeps growing as I pull the protons apart, yet the absorption disappears. How can both be true?

**A.** The dipole measures how far the electron moves, and absorption also depends on how fast it moves. Let me fix the conventions first. I use atomic units, with fixed protons A at z = −R/2 and B at z = +R/2, and

H = −½∇² − 1/rA − 1/rB.

The repulsion 1/R is left out because it cancels in energy differences. The ground state g is even under z → −z and the upper state u is odd; both are real, and u is positive for z > 0. Define

Δ = E_u − E_g,  d = ⟨g|z|u⟩,  f = 2Δd².

This f is for light polarised along the axis. For random orientation it is f/3, because x and y have no matrix element between two σ states and the average of cos²θ is 1/3.

Now prepare an equal superposition. Up to an overall phase it evolves as

ψ(t) = [g + e^(−iΔt) u]/√2.

Parity removes ⟨g|z|g⟩ and ⟨u|z|u⟩, so

⟨z⟩(t) = d cos(Δt),  d⟨z⟩/dt = −Δd sin(Δt).

The amplitude of the motion is d, but that of the velocity is Δd. An electron that crosses a long distance very rarely has a large dipole and a small current.

**Q.** Why should the amplitude be half the bond length?

**A.** At t = 0 the superposition is L = (g + u)/√2, and

⟨L|z|L⟩ = ½[⟨g|z|g⟩ + ⟨u|z|u⟩ + 2⟨g|z|u⟩] = d.

This holds at every R. At large R the functions g and u have nearly the same magnitude near each proton, with equal signs at B and opposite signs at A. So L is an electron on B, its mean position is close to R/2, and d → R/2.

There is a correction, because proton A pulls on the atom at B. With ζ = z − R/2 and r = rB,

−1/rA ≈ −1/R + ζ/R².

The perturbation is Fζ with F = 1/R². Write the first-order change of φ = e^(−r)/√π as Gφ. Since ∇φ = −φ r̂, the first-order equation is

−½∇²G + ∂G/∂r = −Fζ.

Try G = −F(a + br)ζ. With ζ = r cosθ, ∇²ζ = 0 and ∇²(rζ) = 4cosθ, so the left side is −F(−2b + a + 2br)cosθ. Matching powers of r gives b = ½ and a = 1. Then

⟨ζ⟩ = 2⟨φ|ζG|φ⟩ = −2F⟨ζ²(1 + r/2)⟩ = −(2F/3)(⟨r²⟩ + ½⟨r³⟩).

For the 1s state ⟨r²⟩ = 3 and ⟨r³⟩ = 15/2, so ⟨ζ⟩ = −9F/2, and at large R

d ≈ R/2 − 9/(2R²).

The exact dipole approaches R/2 from below. At R = 12 bohr the computed d is 5.968 bohr, 0.032 below R/2; the formula gives 4.5/144 = 0.031.

**Q.** What does the usual LCAO picture give for the dipole?

**A.** Take unscaled hydrogen orbitals a and b on A and B, with overlap S:

g = (a + b)/√[2(1 + S)],  u = (b − a)/√[2(1 − S)].

Then

d = [⟨b|z|b⟩ − ⟨a|z|a⟩ + ⟨a|z|b⟩ − ⟨b|z|a⟩]/[2√(1 − S²)] = R/[2√(1 − S²)].

The cross terms cancel because the orbitals are real, and the first two terms give R/2 + R/2. This dipole lies above R/2 at every finite R. The atoms are rigid, so the inward polarisation shift is missing.

**Q.** And the LCAO gap?

**A.** Orbital b solves the hydrogen problem at B, so Hb = (−½ − 1/rA)b. Let J = ⟨b|1/rA|b⟩ and K = ⟨a|1/rA|b⟩. Then

E_g = −½ − (J + K)/(1 + S),  E_u = −½ − (J − K)/(1 − S),

Δ = [(J + K)(1 − S) − (J − K)(1 + S)]/(1 − S²) = 2(K − JS)/(1 − S²).

For the integrals use ξ = (rA + rB)/R and η = (rA − rB)/R, with dV = (R³/8)(ξ² − η²)dξ dη dφ. The product ab is e^(−Rξ)/π. Integrating over φ and over η from −1 to 1,

S = (R³/4)∫₁^∞ (2ξ² − 2/3)e^(−Rξ)dξ = e^(−R)(1 + R + R²/3).

In K the factor 1/rA = 2/[R(ξ + η)] cancels one factor of ξ² − η²:

K = (R²/2)∫₁^∞ 2ξ e^(−Rξ)dξ = e^(−R)(1 + R).

J is the potential of a spherical 1s cloud at distance R, the charge inside R divided by R plus the outer shells:

J = [1 − e^(−2R)(1 + 2R + 2R²)]/R + e^(−2R)(1 + 2R) = 1/R − e^(−2R)(1 + 1/R).

At large R, J → 1/R and S² → 0, so

K − JS → e^(−R)[1 + R − 1/R − 1 − R/3] = e^(−R)(2R/3 − 1/R),

Δ_LCAO → (4/3)R e^(−R),  f_LCAO → 2·(4/3)R e^(−R)·R²/4 = (2/3)R³e^(−R).

**Q.** How is the exact problem solved for comparison?

**A.** It separates in the same coordinates. For a function without φ dependence,

∇²ψ = 4/[R²(ξ² − η²)] · {∂_ξ[(ξ² − 1)∂_ξψ] + ∂_η[(1 − η²)∂_ηψ]},

1/rA + 1/rB = 4ξ/[R(ξ² − η²)].

Multiply Hψ = Eψ by −(R²/2)(ξ² − η²), set p² = −R²E/2 and ψ = X(ξ)Y(η). The terms in ξ and η can balance only through a separation constant, here called A (not to be confused with proton A):

[(ξ² − 1)X′]′ + (2Rξ − p²ξ² + A)X = 0,

[(1 − η²)Y′]′ + (p²η² − A)Y = 0.

I expand Y in Legendre polynomials, even ones for g and odd ones for u, and X in e^(−p(ξ−1)) times Laguerre polynomials of 2p(ξ − 1). Each equation becomes a matrix eigenvalue problem for A at given p. The energy is fixed by the p at which the two values of A agree. "Exact" here means this converged solution for fixed protons; nuclear motion, relativity and radiative corrections are left out. As a test, the solutions were put back into the Schrödinger equation in Cartesian coordinates at several points for R = 2 bohr.

**Q.** Does the exact gap close at the same rate as the LCAO one?

**A.** The exponential and the power of R agree, but the prefactor does not. To see why, write the gap as a flow through the midplane. Multiply the equation for u by g, the equation for g by u, and subtract:

−½(g∇²u − u∇²g) = Δ g u.

Integrate over z > 0. By Green's theorem the left side becomes a surface integral over z = 0, where the outward normal points along −z and turns the minus sign into a plus. There u = 0, so

Δ ∫_(z>0) g u dV = ½∫ g ∂_z u dS.

This is an identity for the exact states. It was tested against the energy difference at R = 1, 4, 8 and 12 bohr.

Next insert L. On the midplane g = √2 L, and since ∂_z g = 0 there, ∂_z u = √2 ∂_z L. With L′ = (g − u)/√2 we have 2gu = L² − L′², so the volume integral tends to ½ at large R. Hence

Δ → 2∫ L ∂_z L dS.

The gap is set by the small part of L that reaches the midplane. First take the bare tail φ = e^(−r)/√π with r = rB. At z = 0, ∂_z r = −R/(2r), so ∂_z φ = Rφ/(2r). With ρ the distance from the axis, ρ dρ = r dr, and

Δ_bare = 2∫ (1/π)e^(−2r)·[R/(2r)]·2πr dr = 2R∫_(R/2)^∞ e^(−2r)dr = R e^(−R).

**Q.** That is neither 4/3 nor, I suppose, the exact prefactor. What is missing?

**A.** The attraction of the other proton along the way to the midplane. Write L = Qφ. At large R the energy is −½ − 1/R to leading order, and the term from the g–u splitting is exponentially small. Using −½∇²φ − φ/r = −½φ and ∇φ = −φ r̂, the Schrödinger equation becomes

∂Q/∂r − ½∇²Q = (1/rA − 1/R)Q.

Q changes over distances of order R, so ∇²Q is of order Q/R² and can be dropped beside terms of order Q/R. The surface integral also stays near the axis. There r ≈ R/2 + ρ²/R, so φ² falls as e^(−2ρ²/R) and ρ/R is of order 1/√R. On the axis rA = R − s at distance s from B. With Q = 1 near B,

ln Q = ∫₀^(R/2) [1/(R − s) − 1/R]ds = ln 2 − ½,

Q = 2/√e ≈ 1.213.

The derivative of Q adds a relative correction of order 1/R. The bare gap is therefore multiplied by Q² = 4/e:

Δ → (4/e)R e^(−R),  f → 2·(4/e)R e^(−R)·R²/4 = (2/e)R³e^(−R).

Both factors were tested on the exact states by extrapolation from R = 16, 24 and 32 bohr. The tail enhancement came out as 1.214, and Δe^R/R as 1.471 against 4/e = 1.472.

LCAO keeps the bare tail but takes the gap from energy integrals over all space. For exact states the two routes must agree. For approximate states they need not, and here they give 4/3 and 1. The LCAO gap thus tends to e/3 = 0.906 of the exact one, a relative error of 9.4% that larger R does not remove. At R = 20 bohr the ratio is 5.476/6.168 = 0.888, so the limit is still some way off.

**Q.** Both results die exponentially. Where does the peak come from?

**A.** From the short-range side. At R = 0 the system is He⁺ with nuclear charge 2. Its 1s and 2p energies are −2 and −½ hartree, so Δ = 3/2. The orbitals are √(8/π)e^(−2r) and z e^(−r)/√π, and

d = (√8/π)(4π/3)∫₀^∞ r⁴e^(−3r)dr = (8√2/3)(24/243) = 0.3725 bohr.

Thus f = 2·1.5·0.3725² = 0.416. At R = 2 bohr the computed value is 0.959, and at large R it tends to zero. A continuous curve that starts at 0.416, passes through 0.959 and ends at zero has a maximum in between. A scan from R = 0.3 to 20 bohr shows just one.

To locate it, take the logarithmic derivative of f = 2Δd²:

d ln f/dR = d ln Δ/dR + 2 d ln d/dR.

| R (bohr) | rate of Δ (per bohr) | rate of d² (per bohr) |
|---|---|---|
| 1.000 | −0.671 | +1.176 |
| 1.848 | −0.730 | +0.730 |
| 6.000 | −0.811 | +0.364 |

At 1 bohr the dipole wins, at 1.848 bohr the rates cancel, and at 6 bohr the gap wins. The large-R forms explain the ending: Δ ∝ R e^(−R) has the rate −1 + 1/R, while d² ∝ R² has 2/R. The second fades and the first tends to −1, so no power-law growth of the dipole could save the line.

At the peak Δ = 0.486 hartree, or 13.23 eV, and d = 0.995 bohr. This gives f = 2·0.48615·0.99479² = 0.962, or 0.321 after orientation averaging. The law (2/e)R³e^(−R) would place the maximum at R = 3 bohr with height 0.989. The height is close, but the position is wrong by more than 1 bohr, because the law is being used outside its range.

**Q.** Does LCAO show the same peak?

**A.** Not with unscaled orbitals. Expand at small R:

S ≈ 1 − R²/6,  K ≈ 1 − R²/2,  J ≈ 1 − 2R²/3.

Then K − JS ≈ (−½ + 2/3 + 1/6)R² = R²/3 and 1 − S² ≈ R²/3. Hence Δ → 2 hartree, d → √3/2 bohr and f → 2·2·¾ = 3. From there f_LCAO falls steadily over the whole range scanned, 0.05 to 20 bohr.

The united-atom limit is wrong for both states. The sum a + b keeps the decay e^(−r) of charge 1 where e^(−2r) is needed. The difference b − a becomes proportional to (z/r)e^(−r) instead of z e^(−r). The LCAO energies tend to −3/2 and +½ hartree instead of −2 and −½.

**Q.** An oscillator strength of 3 for one electron looks suspicious.

**A.** It is impossible for exact states. Let k run over all eigenstates, the continuum included. Since [H, z] = −∂_z, we have [z, [H, z]] = 1. Taking the mean in g and using Hg = E_g g,

1 = 2⟨g|zHz|g⟩ − 2E_g⟨g|z²|g⟩ = Σ_k 2(E_k − E_g)|⟨k|z|g⟩|².

No term is negative, because g is the ground state, so no single f can exceed 1. At R = 2 bohr a separate diagonalization gave a sum of 1 within the tolerance of 10⁻⁵. The charge-resonance line takes 0.959 of it, which leaves 0.041 for all other transitions polarised along the axis.

The derivation needs Hg = E_g g, which the LCAO function does not satisfy, so the bound does not protect its f. The LCAO value exceeds 1 for R below 2.91 bohr.

**Q.** Can you show the competition in numbers, and where LCAO becomes usable?

**A.** Compare the exact results at 2 and 12 bohr:

R = 2: f = 2·0.43510·1.04994² = 0.959

R = 12: f = 2·(1.10412×10⁻⁴)·5.96819² = 0.00787

Between them d² grows by a factor of 32, while Δ falls by a factor of 3940. Their quotient, 0.0082, is the factor by which f drops. The half-period π/Δ, the time to cross from one proton to the other, rises from 7.2 to about 28 500 atomic units of time.

At R = 6 bohr LCAO gives f = 0.344 against the exact 0.354, only 2.8% low relative to the exact value. This is a cancellation: its gap is 10.7% too small and its d² is 8.8% too large. At larger R the dipole error disappears and the gap error remains. At 20 bohr f_LCAO is 11% low.

**Q.** Would I see a dipole of R/2 in a real measurement at large R?

**A.** Only if the two ends are equivalent to within the gap. Suppose a static field adds Fz to H, and keep just g and u. In that basis

H = [[−Δ/2, Fd], [Fd, Δ/2]],  Ω = √(Δ² + 4F²d²),

where Ω is the new gap. In Pauli matrices H = −(Δ/2)σ_z + Fdσ_x and z = dσ_x. The transition dipole is the part of z perpendicular to the direction of H:

d_F = d√[1 − (2Fd/Ω)²] = dΔ/Ω,

f_F = 2Ωd_F² = 2Δ²d²/Ω = f Δ/Ω.

At 2Fd = Δ the dipole has dropped to d/√2. When 2Fd is much larger than Δ, the eigenstates of this two-state model localize on separate protons and the dipole between them falls as Δ/(2F). Stronger fields also mix in other states, which the model leaves out. At R = 12 bohr 2Fd equals Δ at F = 1.104×10⁻⁴/(2·5.968) = 9.25×10⁻⁶ atomic units. That is about 48 kV/cm. Because Δ closes exponentially, the field that spoils the R/2 law shrinks exponentially too. Equivalent ends are necessary but not sufficient. All of this assumes protons held at a fixed R. The real ion vibrates around about 2 bohr, where the upper curve is repulsive, so its absorption is a broad photodissociation band rather than a line. Also, at 12 bohr Δ is only about 24 cm⁻¹, or 35 K, so at room temperature g and u would be almost equally populated and stimulated emission would cancel most of the net absorption. The full set of exact and LCAO values is in the numerical output below.

Computed values

```
H2+ fixed nuclei; gap in hartree, R and d in bohr
f = 2*gap*d^2, light polarised along the axis
R= 1.0 exact: gap=8.86973e-01 d=0.67490 f=8.08011e-01
R= 1.0 LCAO : gap=8.33767e-01 d=0.97465 f=1.58406e+00
R= 2.0 exact: gap=4.35100e-01 d=1.04994 f=9.59290e-01
R= 2.0 LCAO : gap=3.92918e-01 d=1.23459 f=1.19779e+00
R= 3.0 exact: gap=2.09478e-01 d=1.43269 f=8.59945e-01
R= 3.0 LCAO : gap=1.91523e-01 d=1.60033 f=9.81004e-01
R= 4.0 exact: gap=1.00534e-01 d=1.87091 f=7.03801e-01
R= 4.0 LCAO : gap=9.19790e-02 d=2.03681 f=7.63169e-01
R= 6.0 exact: gap=2.13252e-02 d=2.87909 f=3.53534e-01
R= 6.0 LCAO : gap=1.90467e-02 d=3.00333 f=3.43603e-01
R= 8.0 exact: gap=3.96437e-03 d=3.92594 f=1.22206e-01
R= 8.0 LCAO : gap=3.49477e-03 d=4.00021 f=1.11844e-01
R=12.0 exact: gap=1.10412e-04 d=5.96819 f=7.86560e-03
R=12.0 LCAO : gap=9.72834e-05 d=6.00000 f=7.00440e-03
R=20.0 exact: gap=6.16776e-08 d=9.98871 f=1.23077e-05
R=20.0 LCAO : gap=5.47580e-08 d=10.00000 f=1.09516e-05
exact peak: R = 1.848 bohr = 0.978 angstrom
exact peak: f = 0.96219, orientation average 0.32073
exact peak: d = 0.99479 bohr
exact peak: gap = 0.48615 hartree = 13.229 eV
R=1.000 log rates per bohr: gap -0.6713, d^2 1.1757
R=1.848 log rates per bohr: gap -0.7302, d^2 0.7302
R=6.000 log rates per bohr: gap -0.8111, d^2 0.3644
exact d falls below R/2 beyond R = 2.381 bohr
LCAO f exceeds 1 for R below 2.908 bohr
sum of f over all final states, R=2: 1.0000000
united atom: exact d = 0.37247 bohr, f = 0.41620
R->0 LCAO: gap = 2.00000 hartree, d = 0.86603 bohr, f = 3.00000
gap*exp(R)/R, exact limit: 1.47095; 4/e = 1.47152
gap*exp(R)/R, LCAO at R=40: 1.33208; 4/3 = 1.33333
midpoint tail / bare 1s, limit: 1.21365; 2/sqrt(e) = 1.21306
(R/2-d)*R^2 at R=32: 4.5035 bohr^3
LCAO/exact gap ratio, limit e/3 = 0.90609
asymptotic f law at its own maximum R=3: 0.98904
```
